# A Three-Reactant Deposition Cycle Run in Reverse Pulse Order

## Problem

A film is grown by pulsing three reactants A, B and C over a surface, with a purge after each pulse. Every surface site is in one of three states, and the reactants move it around a loop:

$$
1 \xrightarrow{\;A\;} 2 \xrightarrow{\;B\;} 3 \xrightarrow{\;C\;} 1 .
$$

Each pulse converts all the sites that are in its own starting state and leaves the other two states untouched. Sites are independent, their number is conserved, and the purges are perfect. One trip around the loop adds one repeat unit of film to the site. A "cycle" means three successive pulses, one of each reactant.

(a) Find the long-run growth per cycle, in repeat units per site, for the orders ABC and CBA.

(b) For the order CBA and a surface that starts uniformly in one state, find which reactions occur in each cycle. In what sense, if any, does growth occur only in every second cycle? What changes for a mixed start?

(c) Generalize the long-run result to $n$ reactants and $n$ states.

(d) Let the pulses convert only fractions $a$, $b$, $c$ of their own states. Find the steady growth in both orders and the fate of any alternation between cycles.

(e) Return to full conversion, but let one reactant also convert, with probability $q$, the state just before its own, giving its usual product. Find the steady uptake of A in both orders.

(f) Apply the results to molecular layer deposition with trimethylaluminium (A), ethanolamine (B) and maleic anhydride (C). Take 2.0 sites per nm² and a film density of 1.5 g/cm³. Assume that A and B each release one methane molecule on reacting, that C adds whole, and that each aluminium atom keeps one methyl group.

## Solution

### (a) The two cycle maps

Follow one site through a cycle in the order ABC.

- From state 1: A takes it to 2, B to 3, C to 1.
- From state 2: A does nothing, B takes it to 3, C to 1.
- From state 3: A and B do nothing, C takes it to 1.

Every site ends the first cycle in state 1, whatever its start. From then on each pulse finds all sites in its own state, and each cycle closes one loop. The growth is one repeat unit per site per cycle.

Now take the order CBA.

- From state 1: C and B do nothing, A takes it to 2.
- From state 2: C does nothing, B takes it to 3, A does nothing.
- From state 3: C takes it to 1, B does nothing, A takes it to 2.

The map from the start of a cycle to its end is therefore

$$
1\to 2,\qquad 2\to 3,\qquad 3\to 2 .
$$

State 1 is left after the first cycle and is not found again at a cycle end. The other two states swap. A site in state 2 undergoes B in one cycle, then C and A in the next, and is back in state 2. It has made all three reactions once, so it has closed one loop in two cycles:

$$
g_{ABC}=1,\qquad g_{CBA}=\tfrac12 .
$$

The growth is halved although every pulse still converts all the sites it can. What is lost is timing: after each success, the next pulse is the wrong one.

### (b) What happens in every second cycle

Listing the reactions cycle by cycle for the three uniform starts gives

- start in 1: A; B; C and A; B; C and A; …
- start in 2: B; C and A; B; C and A; …
- start in 3: C and A; B; C and A; B; …

No cycle is free of reaction, so the bare statement that growth occurs only in every second cycle is false if growth means added mass. It is true of the uptake of any one chosen reactant once that reactant has first reacted. If A carries the metal, for instance, the metal uptake per site is $1,0,1,0,\dots$ from states 1 and 3, and $0,1,0,1,\dots$ from state 2.

For a mixed start with fractions $s_1,s_2,s_3$, the sites are independent and their uptakes add. Sites from states 1 and 3 take up A in odd cycles, those from state 2 in even cycles:

$$
u_A(\text{odd})=s_1+s_3,\qquad u_A(\text{even})=s_2 .
$$

The sum over two cycles is $s_1+s_2+s_3=1$, so the mean is $\tfrac12$ for every start. The alternation, however, depends on the start. With $(0.5,0.3,0.2)$ the uptake runs 0.7, 0.3, 0.7, 0.3. With $s_2=\tfrac12$ it is constant, and halved growth then appears as half of the sites reacting with A in each cycle.

Which reaction stands alone also depends on where the pulse train is cut into cycles. Starting in state 1, the train CBACBA… has successes at pulses 3, 5, 7, 9, …, by A, B, C, A, and so on. Cycles that begin at pulse 1 have B alone in the quiet cycle. Cycles that begin at pulse 2 contain A alone, then B and C together. The six-pulse spacing between successive uptakes of the same reactant does not depend on the cut.

### (c) Any number of states

Number the states and reactants $0,\dots,n-1$, with reactant $r$ converting state $r$ to $r+1$ modulo $n$. In the reversed train the reactant $k$ pulses after $r$ is $r-k$. After $r$ has reacted, the site needs reactant $r+1$, so the wait $k$ obeys

$$
r-k\equiv r+1 \pmod n
\quad\Longrightarrow\quad k\equiv-1 \pmod n .
$$

The smallest positive solution is $k=n-1$. A loop needs $n$ reactions and so takes $n(n-1)$ pulses, which is $n-1$ cycles of $n$ pulses:

$$
g_{\rm reversed}=\frac{1}{n-1}.
$$

For $n=2$ this is 1. Reversing an AB cycle gives BA, which is the same periodic train with a shifted start. For $n=3$ it is $\tfrac12$, and for $n=4$ it is $\tfrac13$. Among full reversals, halving is thus special to three states. With more states, some other orders also halve the growth: for $n=4$, the pulse order 0, 1, 3, 2 closes one loop in two cycles.

### (d) Incomplete conversion

In the steady state the population of each state is the same at the start of every cycle. Its gain and loss over a cycle must balance, so all three reactions have the same uptake $J$ per site per cycle. Let $s_i$ now be the steady fractions at the start of a cycle, and define

$$
S=\frac1a+\frac1b+\frac1c .
$$

**Order ABC.** Pulse A meets $s_1$. Pulse B meets $s_2$ plus the amount $J$ just made by A. Pulse C meets $s_3$ plus the amount $J$ just made by B. Hence

$$
J=a s_1,\qquad J=b(s_2+J),\qquad J=c(s_3+J),
$$

$$
s_1=\frac Ja,\qquad s_2=\frac Jb-J,\qquad s_3=\frac Jc-J .
$$

The fractions sum to one, so $J(S-2)=1$.

**Order CBA.** Pulse C meets $s_3$. Pulse B meets $s_2$, since C makes state 1 and not state 2. Pulse A meets $s_1$ plus the amount $J$ just made by C. Hence

$$
s_3=\frac Jc,\qquad s_2=\frac Jb,\qquad s_1=\frac Ja-J,
$$

and $J(S-1)=1$. The two results are

$$
J_{ABC}=\frac1{S-2},\qquad J_{CBA}=\frac1{S-1},\qquad
\frac{J_{CBA}}{J_{ABC}}=1-\frac1{S-1}.
$$

Full conversion has $S=3$ and returns 1, $\tfrac12$ and $\tfrac12$. Otherwise $S>3$ and the ratio exceeds one half. The reason is visible in the number of cycles per loop, $1/J$. With $S-3=(1/a-1)+(1/b-1)+(1/c-1)$, it is $1+(S-3)$ forward and $2+(S-3)$ reversed. The term $1/a-1$ is the mean number of times a site is missed by A before it reacts, and each miss costs one cycle in either order. The same delay is a smaller fraction of the longer loop.

For the alternation, the full reversed map is needed. A site starting in state 1 meets only A to effect, and ends in state 2 with probability $a$. One starting in 2 ends in 3 with probability $b$. One starting in 3 is converted by C with probability $c$, and then by A with probability $a$. With these three cases as columns,

$$
R=\begin{pmatrix}
1-a & 0 & c(1-a)\\
a & 1-b & ca\\
0 & b & 1-c
\end{pmatrix}.
$$

Each column sums to one, so one eigenvalue is 1; it belongs to the steady state. The trace is $3-a-b-c$. The determinant is the product of the determinants of the three single-pulse matrices, which are $1-a$, $1-b$ and $1-c$. The other two eigenvalues therefore satisfy

$$
\lambda_++\lambda_-=2-a-b-c,\qquad
\lambda_+\lambda_-=(1-a)(1-b)(1-c).
$$

At full conversion the sum is $-1$ and the product 0, so the eigenvalues are $-1$ and 0. The $-1$ is the undamped swap of states 2 and 3; the 0 is the loss of state 1 in one cycle.

For $a=b=c=1-\varepsilon$ the eigenvalues solve $\lambda^2+(1-3\varepsilon)\lambda+\varepsilon^3=0$. To first order in $\varepsilon$ the larger one in magnitude is $-(1-3\varepsilon)$. The departure from the steady uptake changes sign each cycle and shrinks by this factor. Physically, a site missed by its reactant waits one cycle and so joins the sites of opposite phase. For equal conversions below $\tfrac34$ the two eigenvalues are complex, and the strict alternation gives way to a damped oscillation with a period longer than two cycles.

For unequal conversions the eigenvalues are complex when $(2-a-b-c)^2<4(1-a)(1-b)(1-c)$. Otherwise they are real, and since their product is not negative, neither has a sign opposite to that of their sum $2-a-b-c$. In the long run the departure then alternates if $a+b+c>2$ and decays with a fixed sign if $a+b+c<2$. Early on, the faster-decaying mode can break this pattern once, for instance by a single overshoot of the steady uptake. An example of the second kind is $a=1$, $b=c=0.2$, with the eigenvalues 0.6 and 0.

With 98 % conversion per pulse, $S=3/0.98=3.061$, and

$$
J_{ABC}=\frac1{1.061}=0.942,\qquad
J_{CBA}=\frac1{2.061}=0.485,
$$

with a ratio of 0.515. The alternation factor is $-0.940$, so its amplitude falls to $1/e$ of its value in $-1/\ln 0.940\approx16$ cycles. The halving survives small losses much better than the alternation does.

### (e) Reactions out of order

In the order ABC at full conversion, after start-up, A meets only state 1, B only state 2 and C only state 3. A reaction of any reactant with the state before its own has no chance to occur, and the uptake stays at 1.

In the order CBA the wrong pulse after each success is just such a meeting: C meets state 2, A meets state 3, and B meets state 1. Because A comes last and converts all of state 1, only states 2 and 3 remain at a cycle end. Let $y$ be the fraction in state 2 there, and $y'$ its value one cycle later. In all three cases below, the sites that end in state 2 are those that took up A in that cycle, so the uptake of A equals $y'$.

**A also converts 3 to 2.** Sites from state 3 go through C and A to state 2. Sites from state 2 are taken by B to 3, and A returns a fraction $q$ of them to 2:

$$
y'=(1-y)+qy=1-(1-q)y .
$$

**C also converts 2 to 1.** Sites from state 3 again end in 2. A fraction $q$ of those from state 2 is taken by C to 1 and then by A to 2. The equation is the same, but these sites skip B, whereas in the previous case they skip C.

**B also converts 1 to 3.** Sites from state 2 go to 3. Sites from state 3 are taken by C to 1, where B diverts a fraction $q$ to 3 before A arrives:

$$
y'=(1-q)(1-y).
$$

Setting $y'=y$ gives the steady uptake of A:

$$
u_A=\frac1{2-q}\ \ \text{(leak of A or C)},\qquad
u_A=\frac{1-q}{2-q}\ \ \text{(leak of B)}.
$$

In each case $y'$ has slope $-(1-q)$ in $y$, so the alternation shrinks by that factor per cycle. For $q=0.1$ the uptake is 0.526 with a leak of A or C and 0.474 with a leak of B, about 5 % above or below the ideal 0.5.

In the limit $q=1$ one reactant drops out of the film: A for a leak of B, B for a leak of C, and C for a leak of A. In the last case $u_A=1$: each cycle applies B and then A, no site is left in state 3 for C, and C drops out of the film. The uptakes of A, B and C become 1, 1 and 0 per site per cycle.

### (f) Trimethylaluminium, ethanolamine and maleic anhydride

State 1 is acid-terminated, state 2 methylaluminium-terminated and state 3 amine-terminated. The mass added by each reaction follows from the formulas:

- A: $\mathrm{Al(CH_3)_3-CH_4}$, or $\mathrm{AlC_2H_5}$, 56.04 u;
- B: $\mathrm{C_2H_7NO-CH_4}$, or $\mathrm{CH_3NO}$, 45.04 u;
- C: $\mathrm{C_4H_2O_3}$, 98.06 u.

The repeat unit has 199.14 u. If the same density is assigned to the material added in every step, a mass $m$ per site at site density $\sigma$ and film density $\rho$ adds the thickness $h=\sigma m/\rho$. For the repeat unit,

$$
h=\frac{(2.0\ \mathrm{nm^{-2}})(199.14)(1.6605\times10^{-24}\ \mathrm g)}
{1.5\times10^{-21}\ \mathrm{g/nm^3}}=0.441\ \mathrm{nm}.
$$

The single steps add 0.124 nm (A), 0.100 nm (B) and 0.217 nm (C). In the order ABC the growth is 0.441 nm per cycle.

In the order CBA, from an acid-terminated surface, the first cycle adds only A, 0.124 nm. Even cycles then add B, 0.100 nm, and later odd cycles add C and A, $0.217+0.124=0.341$ nm. The mean of such a pair is 0.2205 nm, half the forward value. Aluminium, by contrast, arrives as 2.0, 0, 2.0, 0 atoms per nm². A thickness or mass record read at the end of each CBA cycle would show a small step and a large step; an aluminium record would show a step and a gap. The thickness contrast depends on when the record is read: taken after each B pulse instead, the steps would be 0.224 and 0.217 nm, almost equal.

After 100 cycles the order ABC gives 44.09 nm. The order CBA gives one first cycle, 50 even cycles and 49 later odd ones:

$$
0.1241+50(0.0997)+49(0.3412)=21.83\ \mathrm{nm}.
$$

This is 0.22 nm short of half of 44.09 nm, because A and B have each reacted 50 times but C only 49 times.

**Comparison with the real process.** The site and film densities are round model parameters. They put the forward growth at a few tenths of a nanometre per cycle, but they are not fitted to a measured film. One assumption at risk is selectivity, since trimethylaluminium reacts with amines, and in reversed order it meets an amine surface. If that reaction were complete, part (e) gives an aluminium uptake of 1 instead of 0.5 per site per cycle, with no maleic anhydride in the film. The mean thickness per cycle would hardly reveal it: A and B together add $0.124+0.100=0.224$ nm per cycle, against the ideal mean of 0.2205 nm. The near agreement arises because maleic anhydride, at 98.06 u, weighs almost as much as the A and B additions together, at 101.08 u. A halved mean thickness is therefore no proof of the ideal mechanism here. Film composition separates the two cases. Alternation is a weaker test: the complete side reaction shows none after start-up, but neither does the ideal mechanism if half of the sites start in state 2, or once small losses have damped the alternation.

Trimethylaluminium can also be held inside the film, whatever the surface state. Suppose, as a trial value, that 0.2 molecules per nm² are retained after each A pulse and take no part in later reactions. They are worth 0.016 nm by the same density; molecules that did react with later pulses would add more. The mean aluminium uptake becomes $2.0+0.2=2.2$ per nm² per cycle forward and $1.0+0.2=1.2$ reversed. Their ratio is 0.545, and the quiet cycles now take up 0.2 aluminium atoms per nm² instead of none. The true amount depends on temperature, exposure and film thickness, and a larger one would move the ratio further from one half. It can be far larger than this trial value. Growth reported for this process runs from about 0.4 nm per cycle near 170 °C to about 2.4 nm near 90 °C, and the excess is attributed to trimethylaluminium taken up by the film. At the density used here, 2.4 nm would need about 11 surface sites per nm², or, at 2.0 sites per nm², about 9 retained molecules per nm² per cycle if each went on to form a repeat unit. The surface-site model and its factor of one half can apply only where such uptake is small.

The model also fixes the number of sites. If ethanolamine replaced both methyl groups on an aluminium atom, one site could become two; if one molecule bound at both ends, sites would be lost. Either would change the growth per cycle in both orders, and the factor of one half would then have to be derived again with a changing site number.

## Calculated quantities

```
State at cycle end from starts 1,2,3, order ABC: [1, 1, 1]
State at cycle end from starts 1,2,3, order CBA: [2, 3, 2]
Eigenvalues of ideal CBA map: [-1, 0, 1]
Pulses that react, CBA from state 1: [3, 5, 7, 9, 11, 13, 15, 17]
Reversed growth, 2 states: 1.0000 loops per site per cycle
Reversed growth, 3 states: 0.5000 loops per site per cycle
Reversed growth, 4 states: 0.3333 loops per site per cycle
Reversed growth, 5 states: 0.2500 loops per site per cycle
Reversed growth, 6 states: 0.2000 loops per site per cycle
Reversed growth, 7 states: 0.1667 loops per site per cycle
Mixed start fractions s1,s2,s3: [0.5, 0.3, 0.2]
Mixed start, A uptake per site, CBA cycles 1-4: [0.7, 0.3, 0.7, 0.3]
Site density: 2.0 per nm^2
Film density: 1.5 g/cm^3
Step A: mass 56.04 u per site, thickness 0.1241 nm
Step B: mass 45.04 u per site, thickness 0.0997 nm
Step C: mass 98.06 u per site, thickness 0.2171 nm
Repeat unit mass: 199.14 u
Growth per cycle, ABC: 0.4409 nm
Mean growth per cycle, CBA after cycle 1: 0.2205 nm
CBA cycle 1: Al 2.0 per nm^2, thickness added 0.1241 nm
CBA cycle 2: Al 0.0 per nm^2, thickness added 0.0997 nm
CBA cycle 3: Al 2.0 per nm^2, thickness added 0.3412 nm
CBA cycle 4: Al 0.0 per nm^2, thickness added 0.0997 nm
CBA cycle 5: Al 2.0 per nm^2, thickness added 0.3412 nm
CBA cycle 6: Al 0.0 per nm^2, thickness added 0.0997 nm
Thickness after 100 cycles, ABC: 44.09 nm
Thickness after 100 cycles, CBA: 21.83 nm
Conversion per pulse in imperfect case: 0.98
Imperfect steady uptake, ABC: 0.9423 per site per cycle
Imperfect steady uptake, CBA: 0.4851 per site per cycle
Imperfect ratio CBA/ABC: 0.5149
Alternation factor per cycle: -0.9400
Cycles for alternation to fall by 1/e: 16.2
Leak 0.1 of A: CBA steady Al uptake 0.5263 per site per cycle
Leak 0.1 of B: CBA steady Al uptake 0.4737 per site per cycle
Leak 0.1 of C: CBA steady Al uptake 0.5263 per site per cycle
Full leak of A, CBA uptake of A,B,C per site per cycle: [1.0, 1.0, 0.0]
Retained trimethylaluminium: 0.2 per nm^2 per pulse
Its thickness: 0.0160 nm per pulse
Mean Al uptake with retention, ABC: 2.20 per nm^2 per cycle
Mean Al uptake with retention, CBA: 1.20 per nm^2 per cycle
Al ratio CBA/ABC with retention: 0.5455
```
